# Uniaxial and biaxial tension order germanium's valence bands differently

**Q:** I am comparing two germanium structures: a microbridge pulled along [100], and a membrane stretched equally in all directions of the (001) plane. Both are under tension, and tension lifts the light-hole band above the heavy-hole band. So I give both the same top valence band, the one with angular-momentum projection 1/2. Is there anything wrong with that?

**A:** Yes: the word "tension" does not fix the order. Compare the shapes of the two strains. Each has a symmetry axis $n$: the pulling direction [100] for the bridge, the film normal [001] for the membrane. Call the strain along that axis $\varepsilon_\parallel$ and the strain across it $\varepsilon_\perp$, with extension positive, and define $\eta=\varepsilon_\parallel-\varepsilon_\perp$. What sign does $\eta$ have in each case?

**Q:** The bridge gets longer along $n$ and thinner across it, so $\eta>0$. The membrane gets wider across $n$ and thinner along it, so $\eta<0$. But surely that is just geometry?

**A:** It is the geometry that splits the bands. For a cubic crystal with its axes along the stress, Hooke's law reads

$$\sigma_\parallel=C_{11}\varepsilon_\parallel+2C_{12}\varepsilon_\perp,\qquad
\sigma_\perp=C_{12}\varepsilon_\parallel+(C_{11}+C_{12})\varepsilon_\perp .$$

Subtracting the second from the first gives

$$\sigma_\parallel-\sigma_\perp=(C_{11}-C_{12})\,\eta .$$

The bridge has free sides, so $\sigma_\parallel=\sigma$, $\sigma_\perp=0$ and $\eta=+\sigma/(C_{11}-C_{12})$. The membrane has a free surface, so $\sigma_\parallel=0$, $\sigma_\perp=\sigma$ and $\eta=-\sigma/(C_{11}-C_{12})$. Biaxial tension is hydrostatic tension plus uniaxial *compression* along the normal. The hydrostatic part shifts the states at the valence top together, so it cannot order them. At equal stress the ordering parts are equal and opposite.

**Q:** Then the splitting should reverse. But which states go up when $\eta$ is positive?

**A:** Start without spin. The valence top at the zone centre is built from three p-like states. To first order in strain, cubic symmetry allows the one pointing along axis $i$ to shift by $l\,\varepsilon_{ii}$ plus $m$ times the sum of the other two normal strains. With $n$ as axis,

$$\delta E_\parallel=l\varepsilon_\parallel+2m\varepsilon_\perp,\qquad
\delta E_\perp=m\varepsilon_\parallel+(l+m)\varepsilon_\perp .$$

There is one $p_\parallel$ and there are two $p_\perp$ states. The difference is $\delta E_\parallel-\delta E_\perp=(l-m)\eta\equiv3b\eta$, which defines the deformation potential $b$. Measured from the mean of the three, the shifts are therefore

$$p_\parallel:\ 2D,\qquad p_\perp:\ -D,\qquad D=b\eta .$$

From here on, "raised" means raised relative to the unstrained band top after the common hydrostatic shift is removed.

**Q:** So everything depends on the sign of $b$. Why should it be negative?

**A:** A nearest-neighbour bond model shows the reason. Each atom has four bonds, with squared direction cosine $1/3$ on every cubic axis. Two p orbitals pointing along the bond couple with $V_\sigma>0$, and two lying across it with $V_\pi<0$. At the zone centre the coupling between like orbitals on the two atoms of the cell is

$$X_i=4\left[V_\sigma l_i^2+V_\pi(1-l_i^2)\right].$$

Couplings between different orbitals cancel in the sum over the four bonds. The valence states are the bonding combinations, at $\epsilon_p-X_i$, provided $V_\sigma+2V_\pi>0$.

Now apply a volume-conserving strain, $\varepsilon_\parallel=2\eta/3$ and $\varepsilon_\perp=-\eta/3$. The relative change in bond length is $\tfrac13(\varepsilon_\parallel+2\varepsilon_\perp)=0$ to first order, so the bonds merely rotate:

$$l_\parallel^2=\tfrac13(1+2\varepsilon_\parallel)=\tfrac13+\tfrac49\eta,\qquad
l_\perp^2=\tfrac13(1+2\varepsilon_\perp)=\tfrac13-\tfrac29\eta .$$

Hence

$$\delta E_\parallel-\delta E_\perp=-4(V_\sigma-V_\pi)\left(\tfrac49+\tfrac29\right)\eta=-\tfrac83(V_\sigma-V_\pi)\eta .$$

Setting this equal to $3b\eta$ gives $b=-\tfrac89(V_\sigma-V_\pi)<0$. Stretching turns the bonds towards $n$, strengthens the $\sigma$ bonding of $p_\parallel$, and makes that state sink. Round values $V_\sigma=4$ eV and $V_\pi=-1$ eV give $b=-4.44$ eV. I use the model for the sign alone; for germanium I take the rough typical value $-2.9$ eV.

**Q:** Fine, $p_\perp$ rises in the bridge. But I asked about projections 3/2 and 1/2, and those need spin-orbit coupling. Could it restore my order?

**A:** Let us include it in full. Take $n$ as the quantization axis and write the coupling as $\frac{\Delta}{3}(\mathbf L\cdot\boldsymbol\sigma-1)$, with $\Delta>0$. Without strain this puts the four $J=3/2$ states at zero and the two $J=1/2$ states at $-\Delta$. The strain is symmetric about $n$ within these p states, so the projection $m$ on $n$ remains a good label at the zone centre.

For $m=3/2$ there is one state, orbital projection $+1$ with spin up. It is pure $p_\perp$, and $\mathbf L\cdot\boldsymbol\sigma=1$, so

$$E_{3/2}=-D .$$

For $m=1/2$ there are two: $|0\uparrow\rangle$, which is $p_\parallel$, and $|{+1}\downarrow\rangle$, which is $p_\perp$. The diagonal values of $\mathbf L\cdot\boldsymbol\sigma$ are $0$ and $-1$. The off-diagonal one is $\sqrt2$, because raising orbital projection 0 to 1 gives that factor. Therefore

$$H_{1/2}=\begin{pmatrix}2D-\Delta/3&\sqrt2\,\Delta/3\\ \sqrt2\,\Delta/3&-D-2\Delta/3\end{pmatrix}.$$

The trace is $D-\Delta$ and the diagonal difference is $3D+\Delta/3$. The separation $R$ of the two eigenvalues follows from

$$R^2=\left(3D+\tfrac{\Delta}{3}\right)^2+\tfrac{8\Delta^2}{9}=\Delta^2+2\Delta D+9D^2,$$

and the upper level is

$$E_{1/2}=\tfrac12(D-\Delta+R).$$

States with negative $m$ have the same energies by time reversal.

**Q:** At small strain I can expand: $R\approx\Delta+D$, so $E_{1/2}\approx D$ and the splitting is $-2D$. That reverses with $D$. But at large strain the square root might bring the levels back together.

**A:** Look at the splitting without expanding:

$$S=E_{3/2}-E_{1/2}=\tfrac12(\Delta-3D-R),\qquad
\frac{dS}{dD}=-\tfrac12\left(3+\frac{\Delta+9D}{R}\right).$$

The bracket could vanish only if $|\Delta+9D|$ reached $3R$. But

$$9R^2-(\Delta+9D)^2=8\Delta^2>0 .$$

So $S$ falls steadily as $D$ grows. It is zero at $D=0$, and hence has the sign of $-D$ at every strain in this model. The bridge has $\eta>0$, $D<0$, $S>0$: the 3/2 pair is on top. The membrane has $\eta<0$, $D>0$, $S<0$: the 1/2 pair is on top.

**Q:** Is the situation symmetric, then, apart from the sign?

**A:** Only at small strain. For large positive $D$, $R\to3D+\Delta/3$ and $S\to-3D+\Delta/3$, which grows without limit. For large negative $D$, $R\to3|D|-\Delta/3$ and

$$S\to\tfrac12\left(\Delta+3|D|-3|D|+\tfrac{\Delta}{3}\right)=\tfrac{2\Delta}{3}.$$

Under strong uniaxial tension both upper pairs become $p_\perp$ states. Strain then moves them together, and spin-orbit coupling alone separates them.

The 1/2 level also turns round. Setting $dE_{1/2}/dD=\tfrac12[1+(\Delta+9D)/R]$ to zero requires $R=-(\Delta+9D)$. Squaring gives $72D^2+16\Delta D=0$. The root $D=0$ fails the unsquared equation, leaving $D=-2\Delta/9$. There $R=\Delta$ and $E_{1/2}=-\Delta/9$. Beyond that point the 1/2 pair rises too, but stays below the 3/2 pair.

**Q:** Put numbers on it. Say 1% tensile strain in both structures.

**A:** That holds the applied strain fixed, not the stress. As model inputs, roughly those of germanium, I set $C_{11}=129$ GPa, $C_{12}=48$ GPa and $\Delta=0.29$ eV. The digits below let you check the arithmetic; they do not predict a real sample that finely.

For the bridge, $\sigma_\perp=0$ gives $\varepsilon_\perp=-\frac{48}{177}\times1\%=-0.271\%$. Thus $\eta=1.271\%$, the stress is $81\ \text{GPa}\times0.01271=1.03$ GPa, and $D=-36.9$ meV. Then

$$E_{3/2}=36.9\ \text{meV},\qquad E_{1/2}=\tfrac12(-36.9-290+R)\approx-26.5\ \text{meV},$$

so $S=63.4$ meV.

For the membrane, $\sigma_\parallel=0$ gives $\varepsilon_\parallel=-\frac{96}{129}\times1\%=-0.744\%$. Thus $\eta=-1.744\%$, the stress is 1.41 GPa, and $D=50.6$ meV. Now

$$E_{3/2}=-50.6\ \text{meV},\qquad E_{1/2}=\tfrac12(50.6-290+R)\approx65.0\ \text{meV},$$

so $S=-115.6$ meV. Diagonalizing the six-band matrix for these strains confirms both orders and both splittings. In this linear model the bridge's splitting tends to 193 meV, but slowly: even at 10% strain it would be only 175 meV. The limit shows the trend, not a value to expect in a real bridge. The bridge's 1/2 level is lowest, at $-32$ meV, near 1.75% strain.

**Q:** I have a worry about labels. Suppose I describe both structures with the wafer normal [001] as axis. My simulation then says the bridge's top state is mostly 1/2 as well.

**A:** Your simulation is right, and that may be how the two cases came to look alike. The bridge's top state has $J=3/2$ and projection 3/2 along [100], so $\langle J_x^2\rangle=9/4$. The other two components share the rest equally:

$$\langle J_z^2\rangle=\tfrac12\left(\tfrac{15}{4}-\tfrac94\right)=\tfrac34 .$$

If $q$ is its weight in $|m_z|=3/2$, then $\tfrac94q+\tfrac14(1-q)=\tfrac34$, so $q=1/4$. Seen along [001], the state is three quarters 1/2. It is not an eigenstate of $J_z$, though, so that label is not sharp. A projection means little until its axis is named.

**Q:** Then what happens if I add the second in-plane stretch gradually and turn the bridge into the membrane? Do the bands cross?

**A:** They do not. I held the first in-plane strain at 1%, kept the surface free, and scanned the second from its free value of $-0.271\%$ up to 1%. The smallest gap between the top two pairs on that scan was 62.8 meV. The top state changes continuously from one with a sharp projection along [100] to one with a sharp projection along [001]. At the membrane end it still has weight 0.721 in projection 3/2 along [100]. A pure $J=3/2$ state would have 0.75; the strain has mixed in about 4% of $J=1/2$, which has no 3/2 component.

**Q:** If the state changes so smoothly, does the distinction matter to a device?

**A:** It matters for polarization and for mass. A direct transition to an s-like conduction state needs a p orbital along the light's electric field. The bridge's top pair has no $p_\parallel$, so its relative strengths are 0 along [100] and 0.5 along each transverse axis. For the membrane we need the $p_\parallel$ weight of the upper eigenvector of $H_{1/2}$:

$$w=\tfrac12\left(1+\frac{3D+\Delta/3}{R}\right)=0.836 .$$

The strengths are 0.836 for field along the normal and $(1-w)/2=0.082$ for each in-plane axis.

For the masses, I set the Luttinger parameters to $\gamma_1=13.4$ and $\gamma_2=4.2$, again as model inputs roughly those of germanium. A p state has inverse mass $\gamma_1+4\gamma_2$ along its own axis and $\gamma_1-2\gamma_2$ across it, in units of $1/m_0$. Near the band edge, where the strain splitting dominates, we average these over the orbital content. The 3/2 pair has no $p_\parallel$, so along $n$ it has $\gamma_1-2\gamma_2$. Across $n$ it has

$$\tfrac12[(\gamma_1+4\gamma_2)+(\gamma_1-2\gamma_2)]=\gamma_1+\gamma_2 .$$

The bridge's masses are thus $0.200\,m_0$ along the pull and $0.057\,m_0$ across it. For the 1/2 pair the weights $w$ and $1-w$ give

$$w(\gamma_1+4\gamma_2)+(1-w)(\gamma_1-2\gamma_2)=\gamma_1-2\gamma_2+6\gamma_2w$$

along $n$, and

$$w(\gamma_1-2\gamma_2)+(1-w)(\gamma_1+\gamma_2)=\gamma_1+\gamma_2-3\gamma_2w$$

across it. The membrane's masses are $0.038\,m_0$ along the normal and $0.142\,m_0$ in the plane. These are band-edge estimates. Here and in the thermal averages below, the Luttinger parameters keep their unstrained values. In a real crystal, tension narrows the direct gap, which makes the light masses lighter still. The effect is largest for the membrane's mass along the normal, so read $0.038\,m_0$ as an upper estimate. "Heavy" and "light" describe a band *and* a direction: the bridge's top band is heavy along the pull and light across it.

**Q:** How much of this survives in a real bridge or membrane at room temperature?

**A:** The order is sturdier than the purity of the states. At 300 K, $kT=25.9$ meV. I averaged over a non-degenerate hole population with the full six-band dispersion. The mean weight in projection 3/2 along $n$ was 0.49 without strain, 0.72 in the bridge and 0.14 in the membrane. In the bridge 98% of the holes sit in the upper pair at their own wavevector, so most of the loss from 1 comes from mixing away from the zone centre. These averages run over all holes. Direct emission involves only holes at the small wavevectors that the light zone-centre electrons occupy. If each wavevector is also weighted by a non-degenerate electron population of mass $0.04\,m_0$, the strengths are about 0.05 along $n$ and 0.48 across it for the bridge, and 0.82 and 0.09 for the membrane. The polarization contrast is weaker than at the band edge, but only modestly. Heavy injection, as in a laser, fills states further from the centre and lies outside these averages.

Small departures from the ideal geometry matter less. If the bridge is so wide that its width cannot contract, the gap is 64.5 meV and the top pair keeps 0.966 of its 3/2 weight along [100]. A $5^\circ$ error in the stress direction leaves 0.999 along the stress. Confinement in a 200 nm film costs well under 1 meV. Thin layers are different. Confinement lowers the membrane's 1/2 pair, which is light along the normal, more than the 3/2 pair. With hard walls and these inputs the membrane's order reverses below about 8 nm at 1% strain and below about 18 nm at 0.2%. A bridge only 10 nm thick keeps about 0.77 of its 3/2 weight along [100]. The deformation potential is a larger uncertainty: $b=-2.3$ eV would reduce the gaps to 52 and 90 meV.

One per cent is a deliberately engineered strain. A germanium film on silicon that has only its thermal-mismatch tension, roughly 0.2%, has $D$ near 10 meV and a splitting near $2D=20$ meV. That is below $kT$, so both pairs matter at room temperature. None of this says whether the lowest conduction valley is direct; that is a separate question.

**Q:** So for each structure I should find the strain's own axis first, then ask whether the crystal is longer or shorter along it.

**A:** Yes, for strains with such an axis along a cube edge, provided "longer" means stretched more along the axis than across it. With $b<0$, $\eta>0$ puts 3/2 on top and $\eta<0$ puts 1/2 on top, whatever the sign of $\varepsilon_\parallel$ alone. This holds for layers thick enough that confinement is small beside the strain splitting. If the strains along the three cube edges all differ, the top state has no sharp projection on any of them, and you should diagonalize the full six-band matrix and read off the orbital weights. The numerical output below lists the values for both structures.

## Table of computed values

```
Rough Ge inputs: C11, C12, C44 = 129, 48, 67 GPa
b, d, Delta = -2.9, -5.3, 0.29 eV
Luttinger g1, g2, g3 = 13.4, 4.2, 5.7
tensile strain = 1.0 %, T = 300 K, kT = 25.9 meV
bond model: V_sigma, V_pi = 4.0, -1.0 eV; b = -4.44 eV
UNIAXIAL [100], axis n = [100]
stress = 1.03 GPa
strain across n = -0.271 %
eta = 1.271 %, D = -36.9 meV
E(3/2) = 36.9 meV, E(1/2) = -26.5 meV
S = E(3/2)-E(1/2) = 63.4 meV
3/2 weight of top pair along [100] = 1.000
1/2 weight of the same pair along [001] = 0.750
w of the 1/2 pair (second) = 0.475
top-pair dipole weights along n, across n = 0.000, 0.500
top-pair masses along n, across n = 0.200, 0.057 m0
BIAXIAL (001), axis n = [001]
stress = 1.41 GPa
strain along n = -0.744 %
eta = -1.744 %, D = 50.6 meV
E(3/2) = -50.6 meV, E(1/2) = 65.0 meV
S = E(3/2)-E(1/2) = -115.6 meV
3/2 weight of top pair along [001] = 0.000
3/2 weight of the same pair along [100] = 0.721
top-pair dipole weights along n, across n = 0.836, 0.082
top-pair masses along n, across n = 0.038, 0.142 m0
LIMITS FOR UNIAXIAL TENSION
saturation of S, 2*Delta/3 = 193.3 meV
lowest E(1/2) = -32.2 meV at D = -64.4 meV
uniaxial strain at that point = 1.75 %
PATH FROM UNIAXIAL TO BIAXIAL
smallest gap on the path = 62.8 meV
NEGLECTED EFFECTS
clamped width: gap = 64.5 meV, 3/2 weight along [100] = 0.966
5 deg tilt: gap = 63.5 meV, 3/2 weight along stress = 0.999
thermal holes, unstrained: 3/2 weight = 0.49, share in top pair = 0.96
thermal holes, uniaxial: 3/2 weight = 0.72, share in top pair = 0.98
thermal holes, biaxial: 3/2 weight = 0.14, share in top pair = 1.00
confinement, 200 nm film: uniaxial 0.17 meV, biaxial 0.25 meV
with b = -2.3 eV: uniaxial gap 52.1 meV, biaxial gap 89.7 meV
```
